# A hydrogenic impurity at the centre of a hard spherical dot: a numerical check

```python
# Hydrogenic impurity at the centre of a hard sphere of radius R, H = -(1/2)Lap - 1/r,
# in effective units a* (length), Ha* (energy); u = r*psi, u(0) = u(R) = 0.
# Under test: ground energy E(2) = -1/8; E(Rc) = 0 at Rc = j11^2/8 (j11: first zero of J1);
# dE/dR = -u'(R)^2/(2 int u^2) < 0, equal to -1/(4e^2-28) at R=2 and -3/Rc^2 at Rc;
# R dE/dR = -2E - <1/r>; binding energy Eb = pi^2/(2R^2) - E obeys C/R <= Eb <= <1/r>,
# C = int_0^{2pi} (1-cos t)/t dt.  S(r) = sum (-2r)^k/(k!(k+1)!), zero-energy u = r S;
# P_n = partial sum of S up to r^n.  Independent road: Rayleigh-Ritz in Legendre polynomials.
import numpy as np
import sympy as sp
import mpmath as mp
from fractions import Fraction as Fr
from math import factorial, pi, e, sqrt, exp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.special import eval_legendre as leg, jn_zeros, j0, j1, y1, jv, sici
from scipy import constants as sc


def ritz(R, l=0, state=0, kin=0.5, coul=1.0, N=24):
    """Level, <1/r>, wall slope of normalized u, grid, u for -kin*Lap - coul/r."""
    x, w = np.polynomial.legendre.leggauss(N + 10)
    r, w = R * (x + 1) / 2, w * R / 2
    n = np.arange(N)[:, None]
    s = 1 / np.sqrt(4 * n + 6.0)
    phi = s * (leg(n + 2, x) - leg(n, x))
    dphi = s * (2 * n + 3) * leg(n + 1, x) * 2 / R
    ovl = (phi * w) @ phi.T
    inv = (phi * w / r) @ phi.T
    H = kin * ((dphi * w) @ dphi.T + l * (l + 1) * (phi * w / r**2) @ phi.T) - coul * inv
    c = eigh(H, ovl)[1][:, state]
    c = c / np.sqrt(c @ ovl @ c)
    u = c @ phi
    if u[0] < 0:
        c, u = -c, -u
    return c @ H @ c, c @ inv @ c, float(c @ (s * (2 * n + 3))[:, 0]) * 2 / R, r, u


def E(R):
    return ritz(R)[0]


def slope_fd(R, h=2e-3):
    return (8 * (E(R + h) - E(R - h)) - (E(R + 2 * h) - E(R - 2 * h))) / (12 * h)


def P(n, r):
    return sum((-2 * r) ** k / (factorial(k) * factorial(k + 1)) for k in range(n + 1))


def show(label, val, unit, fmt=".6f"):
    print(f"{label} = {val:{fmt}} {unit}")


# symbolic part
r_ = sp.symbols("r", positive=True)
u2s = r_ * (1 - r_ / 2) * sp.exp(-r_ / 2)
assert sp.simplify(-u2s.diff(r_, 2) / 2 - u2s / r_ + u2s / 8) == 0
norm2 = sp.integrate(sp.expand(u2s**2), (r_, 0, 2))
inv2 = sp.integrate(sp.expand(u2s**2 / r_), (r_, 0, 2)) / norm2
assert abs(sp.N(norm2 - (2 - 14 * sp.exp(-2)), 30)) < 1e-25
assert abs(sp.N(inv2 - (sp.E**2 - 5) / (4 * sp.E**2 - 28), 30)) < 1e-25
assert sp.simplify(u2s.diff(r_).subs(r_, 2) + sp.exp(-1)) == 0
f = sp.Function("f")(r_)
F = r_**2 * f.diff(r_) ** 2 - 2 * r_ * f * f.diff(r_) + f**2 + 2 * r_ * f**2
assert sp.expand(F.diff(r_).subs(f.diff(r_, 2), -2 * f / r_) - 6 * f**2) == 0

# R = 2
E2, inv_r2, _, rg, ug = ritz(2.0)
assert abs(E2 + 0.125) < 1e-10
assert np.max(np.abs(ug - rg * (1 - rg / 2) * np.exp(-rg / 2) / sqrt(float(norm2)))) < 1e-8
assert abs(inv_r2 - float(inv2)) < 1e-8
E2s, E2p, E3d = ritz(2.0, 0, 1)[0], ritz(2.0, 1)[0], ritz(2.0, 2)[0]
assert E2 < E2p < E3d and E2 < E2s

# zero-energy solution
j11, j12 = jn_zeros(1, 2)
Rc = j11**2 / 8
ub = lambda r: mp.sqrt(r / 2) * mp.besselj(1, mp.sqrt(8 * r))
for r in (0.3, 1.1, 1.9, 4.0):
    assert abs(mp.diff(ub, mp.mpf(r), 2) + 2 * ub(mp.mpf(r)) / r) < 1e-10
    assert abs(r * P(40, r) - sqrt(r / 2) * j1(sqrt(8 * r))) < 1e-12
y_origin = sqrt(1e-10) * y1(sqrt(8e-10))
assert abs(y_origin + 1 / (pi * sqrt(2))) < 1e-7
Rc_ritz = brentq(E, 1.5, 2.0, xtol=1e-13)
assert abs(Rc_ritz - Rc) < 1e-9
assert abs(brentq(lambda r: P(40, r), 1, 2, xtol=1e-14) - Rc) < 1e-11
R2s = j12**2 / 8
assert abs(ritz(R2s, 0, 1)[0]) < 1e-9 and E(R2s) < -0.49

# alternating-series bounds
g = lambda r: -1 + 2 * r / 3 - r**2 / 6 + r**3 / 45
g2, P4, P7, P6 = g(Fr(2)), P(4, Fr(2)), P(7, Fr(1835, 1000)), P(6, Fr(1836, 1000))
assert g2 == Fr(-7, 45) and P4 == Fr(-1, 45) and P7 > 0 > P6
Sb = lambda r: 2 * j1(sqrt(8 * r)) / sqrt(8 * r)
assert Sb(2.0) < P4 and Sb(1.835) > P7 and Sb(1.836) < P6 and 1.835 < Rc < 1.836
for r in np.linspace(0.2, 2, 37):
    dS = -jv(2, sqrt(8 * r)) / r
    assert abs(dS - (Sb(r + 1e-4) - Sb(r - 1e-4)) / 2e-4) < 1e-7
    assert dS < g(r) <= float(g2) + 1e-15


# recurrence at non-integer nu, and its large-nu limit
def series(nu, r):
    a, tot = 1.0, 1.0
    for k in range(80):
        a *= 2 * (k + 1 - nu) * r / (nu * (k + 1) * (k + 2))
        tot += a
    return exp(-r / nu) * tot


nu3 = brentq(lambda nu: series(nu, 3.0), 1.01, 1.5, xtol=1e-14)
assert abs(-1 / (2 * nu3**2) - E(3.0)) < 1e-9
assert abs(series(1e3, 1.5) - Sb(1.5)) < 1e-5   # deviation is of order 1/nu^2

# positivity identity <phi|H-E|phi> = (1/2) int psi^2 |grad(phi/psi)|^2, phi = w(r)/r Y_l
xq, wq = np.polynomial.legendre.leggauss(60)
for R, En in ((2.0, -0.125), (Rc, 0.0)):
    r, wt = R * (xq + 1) / 2, wq * R / 2
    if En < 0:
        u, du = r * (1 - r / 2) * np.exp(-r / 2), (1 - 1.5 * r + r**2 / 4) * np.exp(-r / 2)
    else:
        u, du = np.sqrt(r / 2) * j1(np.sqrt(8 * r)), j0(np.sqrt(8 * r))
    assert np.all(u > 0)
    for l, w, dw in ((0, r * (R - r) * (1 + r), R + 2 * (R - 1) * r - 3 * r**2),
                     (1, r**2 * (R - r), 2 * R * r - 3 * r**2)):
        lhs = wt @ (dw**2 / 2 + (l * (l + 1) / (2 * r**2) - 1 / r - En) * w**2)
        rhs = wt @ ((dw * u - w * du) ** 2 / u**2 + l * (l + 1) * w**2 / r**2) / 2
        assert abs(lhs - rhs) < 1e-9 and lhs > 1e-3

# slopes and virial relation
for R in (1.0, Rc, 2.0, 3.0):
    En, ir, wall, _, _ = ritz(R)
    d = slope_fd(R)
    assert abs(d + wall**2 / 2) < 1e-6 and abs(R * d + 2 * En + ir) < 1e-6
assert abs(slope_fd(2.0) + 1 / (4 * e**2 - 28)) < 1e-7
assert abs(slope_fd(Rc) + 3 / Rc**2) < 1e-7
assert abs(ritz(Rc)[1] - 3 / Rc) < 1e-8
normc = quad(lambda r: r / 2 * j1(sqrt(8 * r)) ** 2, 0, Rc, epsabs=1e-13)[0]
assert abs(normc - Rc**2 * j0(j11) ** 2 / 6) < 1e-11

# binding energy
C = np.euler_gamma + np.log(2 * pi) - sici(2 * pi)[1]
assert abs(C - quad(lambda t: 2 * np.sin(t / 2) ** 2 / t, 0, 2 * pi)[0]) < 1e-10
E_empty, ir_empty = ritz(1.7, coul=0.0)[:2]
assert abs(E_empty - pi**2 / (2 * 1.7**2)) < 1e-10 and abs(1.7 * ir_empty - C) < 1e-8
Rs = np.linspace(0.3, 8, 40)
Es = np.array([E(R) for R in Rs])
assert np.all(np.diff(Es) < 0) and np.all((Es < 0) == (Rs > Rc)) and np.all(Es > -0.5)
for R, En in zip(Rs, Es):
    assert C / R < pi**2 / (2 * R**2) - En < ritz(R)[1]
small = 0.01 * (pi**2 / (2 * 0.01**2) - E(0.01))
assert 0 < small - C < 2e-3   # next order in R*Eb is linear in R
E20 = ritz(20.0, N=40)[0]
assert abs(E20 + 0.5) < 1e-9

# model dot solved directly in meV and nm
mstar, eps = 0.1, 10.0
astar = sc.physical_constants["Bohr radius"][0] * 1e9 * eps / mstar
Hstar = sc.physical_constants["Hartree energy in eV"][0] * 1e3 * mstar / eps**2
kin = sc.hbar**2 / (2 * mstar * sc.m_e) / sc.e * 1e21
coul = sc.e / (4 * pi * sc.epsilon_0 * eps) * 1e12
Edot = lambda R, c=coul: ritz(R, kin=kin, coul=c)[0]
Ed2, Rcd = Edot(2 * astar), brentq(Edot, 1.5 * astar, 2 * astar, xtol=1e-12)
assert abs(Ed2 / Hstar + 0.125) < 1e-7 and abs(Rcd / astar - Rc) < 1e-7
Eb2d, Ebcd = Edot(2 * astar, 0.0) - Ed2, Edot(Rcd, 0.0) - Edot(Rcd)
assert abs(Ebcd / Hstar - pi**2 / (2 * Rc**2)) < 1e-6

show("E(R=2), Ritz", E2, "Ha*", ".10f")
show("E 2p, R=2", E2p, "Ha*")
show("E 3d, R=2", E3d, "Ha*")
show("E 2s, R=2", E2s, "Ha*")
show("int u^2 at R=2 (u'(0)=1)", float(norm2), "a*^3")
show("u'(2) (u'(0)=1)", float(u2s.diff(r_).subs(r_, 2)), "(pure)")
show("dE/dR at R=2, finite diff.", slope_fd(2.0), "Ha*/a*")
show("-1/(4e^2-28)", -1 / (4 * e**2 - 28), "Ha*/a*")
show("j11", j11, "(pure)", ".8f")
show("j11^2", j11**2, "(pure)", ".8f")
show("Rc = j11^2/8", Rc, "a*", ".8f")
show("Rc from Ritz E(R)=0", Rc_ritz, "a*", ".8f")
print(f"g(2) = {g2}, P4(2) = {P4} (pure)")
show("P7(1.835)", float(P7), "(pure)", ".3e")
show("P6(1.836)", float(P6), "(pure)", ".3e")
show("sqrt(r) Y1(sqrt(8r)) at r->0", y_origin, "a*^(1/2)")
show("u'(Rc) = J0(j11)", j0(j11), "(pure)")
show("int u^2 at Rc (u'(0)=1)", normc, "a*^3")
show("dE/dR at Rc, finite diff.", slope_fd(Rc), "Ha*/a*")
show("-3/Rc^2", -3 / Rc**2, "Ha*/a*")
show("3/Rc", 3 / Rc, "1/a*")
show("j12", j12, "(pure)")
show("j12^2/8 (2s level at zero)", R2s, "a*")
show("E 1s at j12^2/8", E(R2s), "Ha*")
show("nu at R=3", nu3, "(pure)")
show("C", C, "(pure)")
show("R*Eb at R=0.01", small, "Ha* a*")
show("E(R=20)", E20, "Ha*", ".9f")
show("Eb(R=20)", pi**2 / 800 - E20, "Ha*")
print("R[a*]  E  pi^2/2R^2  C/R  Eb  <1/r>  [Ha*]")
for R in (1.0, Rc, 2.0, 3.0):
    En, ir = ritz(R)[:2]
    T0 = pi**2 / (2 * R**2)
    print(f"{R:.6f} {round(En, 6) + 0.0:.6f} {T0:.6f} {C / R:.6f} {T0 - En:.6f} {ir:.6f}")
show("model m*", mstar, "m_e", ".1f")
show("model eps", eps, "(pure)", ".0f")
show("a*", astar, "nm", ".4f")
show("Ha*", Hstar, "meV", ".4f")
show("R = 2a*", 2 * astar, "nm", ".4f")
show("E(2a*)", Ed2, "meV", ".4f")
show("Eb(2a*)", Eb2d, "meV", ".3f")
show("Rc", Rcd, "nm", ".4f")
show("Eb(Rc)", Ebcd, "meV", ".3f")
print("all assertions hold")
```

Running it gives:

```
E(R=2), Ritz = -0.1250000000 Ha*
E 2p, R=2 = 1.576019 Ha*
E 3d, R=2 = 3.327509 Ha*
E 2s, R=2 = 3.327509 Ha*
int u^2 at R=2 (u'(0)=1) = 0.105306 a*^3
u'(2) (u'(0)=1) = -0.367879 (pure)
dE/dR at R=2, finite diff. = -0.642581 Ha*/a*
-1/(4e^2-28) = -0.642581 Ha*/a*
j11 = 3.83170597 (pure)
j11^2 = 14.68197064 (pure)
Rc = j11^2/8 = 1.83524633 a*
Rc from Ritz E(R)=0 = 1.83524633 a*
g(2) = -7/45, P4(2) = -1/45 (pure)
P7(1.835) = 5.191e-05 (pure)
P6(1.836) = -1.232e-04 (pure)
sqrt(r) Y1(sqrt(8r)) at r->0 = -0.225079 a*^(1/2)
u'(Rc) = J0(j11) = -0.402759 (pure)
int u^2 at Rc (u'(0)=1) = 0.091060 a*^3
dE/dR at Rc, finite diff. = -0.890702 Ha*/a*
-3/Rc^2 = -0.890702 Ha*/a*
3/Rc = 1.634658 1/a*
j12 = 7.015587 (pure)
j12^2/8 (2s level at zero) = 6.152307 a*
E 1s at j12^2/8 = -0.499437 Ha*
nu at R=3 = 1.085972 (pure)
C = 2.437653 (pure)
R*Eb at R=0.01 = 2.438749 Ha* a*
E(R=20) = -0.500000000 Ha*
Eb(R=20) = 0.512337 Ha*
R[a*]  E  pi^2/2R^2  C/R  Eb  <1/r>  [Ha*]
1.000000 2.373991 4.934802 2.437653 2.560811 2.699146
1.835246 0.000000 1.465146 1.328243 1.465146 1.634658
2.000000 -0.125000 1.233701 1.218827 1.358701 1.535162
3.000000 -0.423967 0.548311 0.812551 0.972279 1.196039
model m* = 0.1 m_e
model eps = 10 (pure)
a* = 5.2918 nm
Ha* = 27.2114 meV
R = 2a* = 10.5835 nm
E(2a*) = -3.4014 meV
Eb(2a*) = 36.972 meV
Rc = 9.7117 nm
Eb(Rc) = 39.869 meV
all assertions hold
```
